\section*{Fourier Elastic Energy of Ferroelectrics under Clamped and Stress-Free Conditions}

\section{Two layers with a horizontal wall}

Consider a cubic crystal whose polarization is $(P_0,0,0)$ in layers A and $(0,P_0,0)$ in layers B. The layers are equally thick and are stacked periodically along $z$. Electrostriction gives each layer a preferred strain, the eigenstrain, measured from the paraelectric cell:
\begin{equation}
\varepsilon^0_A=\mathrm{diag}(a,b,b),\quad \varepsilon^0_B=\mathrm{diag}(b,a,b),\quad a=Q_{11}P_0^2,\quad b=Q_{12}P_0^2 .
\label{layers}
\end{equation}
The layers are bonded, so their in-plane strains must agree, although their preferred ones differ by $d=a-b$.

Suppose first that the crystal as a whole is free to change shape. Try the uniform strain $\varepsilon=\tfrac12(\varepsilon^0_A+\varepsilon^0_B)$. The elastic part $\varepsilon-\varepsilon^0$ is $\mathrm{diag}(-d/2,d/2,0)$ in A and the opposite in B. The stress is $\sigma_{xx}=-\sigma_{yy}=\mp(C_{11}-C_{12})d/2$, with the upper sign in A, and $\sigma_{zz}=C_{12}(-d/2+d/2)=0$. No traction acts across the interfaces and the average stress vanishes, so this is the equilibrium state. Its energy per volume is
\begin{equation}
e_{\rm free}=\tfrac12\Big[2C_{11}\tfrac{d^2}{4}-2C_{12}\tfrac{d^2}{4}\Big]=\tfrac14(C_{11}-C_{12})d^2 .
\label{simplefree}
\end{equation}

Now hold the macroscopic strain at zero. With no displacement at all, $\sigma_{zz}=-C_{12}(a+b)-C_{11}b$ in both layers, so the traction is continuous and this is again equilibrium. Each layer stores the energy of a clamped single domain,
\begin{equation}
e_{\rm cl}=\tfrac12\big[C_{11}(a^2+2b^2)+2C_{12}(2ab+b^2)\big].
\label{simpleclamped}
\end{equation}
There are thus two costs: misfit between the layers, present in both cases, and misfit between the average eigenstrain and the imposed shape, present only under clamping. Fourier analysis separates them for any periodic polarization.

\section{Energy and conventions}

Let $P(\mathbf x)$ be periodic and held fixed while the lattice relaxes. Repeated indices are summed, and
\begin{equation}
\varepsilon^0_{ij}=Q_{ijkl}P_kP_l,\qquad Q_{ijkl}=Q_{jikl}=Q_{ijlk}.
\label{eigen}
\end{equation}
For cubic symmetry $Q_{44}$ is defined by $2\varepsilon^0_{23}=Q_{44}P_2P_3$, which means $Q_{2323}=Q_{44}/4$. The stiffness $C_{ijkl}$ is uniform, has the usual symmetries and is positive definite. Strains are small. With $\langle\cdot\rangle$ the average over the periodic cell,
\begin{equation}
e=\tfrac12\langle(\varepsilon-\varepsilon^0):C:(\varepsilon-\varepsilon^0)\rangle,\qquad
\varepsilon_{ij}=\bar\varepsilon_{ij}+\tfrac12(\partial_ju_i+\partial_iu_j),
\label{energy}
\end{equation}
where $u$ is periodic. The average of $\partial_ju_i$ is then zero, so $\bar\varepsilon$ is the macroscopic strain. It needs its own variable because no periodic displacement can produce it.

The Fourier convention is $f(\mathbf x)=\sum_{\mathbf k}\tilde f(\mathbf k)\exp(i\mathbf k\cdot\mathbf x)$, so that $\tilde f(0)=\langle f\rangle$ and $\langle fg\rangle=\sum_{\mathbf k}\tilde f^*\tilde g$ for real fields.

\section{Relaxing the periodic displacement}

Parseval's relation turns (\ref{energy}) into a sum over $\mathbf k$. The term $\mathbf k=0$ contains $\bar\varepsilon$ alone and the others contain $u$ alone:
\begin{equation}
e=\tfrac12(\bar\varepsilon-\langle\varepsilon^0\rangle):C:(\bar\varepsilon-\langle\varepsilon^0\rangle)
+\tfrac12\sum_{\mathbf k\ne0}(s-\tilde\varepsilon^0)^*:C:(s-\tilde\varepsilon^0).
\label{split}
\end{equation}
Here $s$ is the strain amplitude made by $\tilde u$. With $\mathbf n=\mathbf k/|\mathbf k|$ and $v=i|\mathbf k|\tilde u$, differentiation gives
\begin{equation}
s_{ij}=\tfrac12(ik_j\tilde u_i+ik_i\tilde u_j)=\tfrac12(v_in_j+v_jn_i).
\label{strainmode}
\end{equation}
Define
\begin{equation}
(\Omega^{-1})_{ik}=C_{ijkl}n_jn_l,\qquad \tilde\sigma^0=C:\tilde\varepsilon^0,\qquad t_i=\tilde\sigma^0_{ij}n_j .
\label{defs}
\end{equation}
The symmetry of $C$ lets $s$ be replaced by $v_in_j$ in each contraction. Hence $s^*:C:s=v^*\!\cdot\Omega^{-1}v$ and $s^*:C:\tilde\varepsilon^0=v^*\!\cdot t$. The first is positive for $v\ne0$, so $\Omega^{-1}$ is positive definite and can be inverted. One term of the sum in (\ref{split}) becomes
\begin{align}
&v^*\!\cdot\Omega^{-1}v-v^*\!\cdot t-t^*\!\cdot v+\tilde\varepsilon^{0*}:C:\tilde\varepsilon^0\nonumber\\
&\quad=(v-\Omega t)^*\!\cdot\Omega^{-1}(v-\Omega t)+\tilde\varepsilon^{0*}:C:\tilde\varepsilon^0-t^*\!\cdot\Omega t .
\label{square}
\end{align}
Expanding the square returns the first line, because $\Omega$ is real and symmetric. The minimum is at $v=\Omega t$, that is
\begin{equation}
\tilde u=-\frac{i}{|\mathbf k|}\,\Omega(\mathbf n)\,\tilde\sigma^0\mathbf n ,
\label{disp}
\end{equation}
and what remains is the Khachaturyan kernel,
\begin{equation}
B(\mathbf n;\tilde\varepsilon^0)=\tilde\varepsilon^{0*}:C:\tilde\varepsilon^0-(\tilde\sigma^0\mathbf n)^*\!\cdot\Omega(\mathbf n)\,(\tilde\sigma^0\mathbf n).
\label{kernel}
\end{equation}

The first term of $B$ is the cost with no displacement and the second is the relief that displacement brings. Since $B$ is the minimum of a non-negative quantity, and the subtracted term is itself non-negative,
\begin{equation}
0\le B\le\tilde\varepsilon^{0*}:C:\tilde\varepsilon^0 .
\label{bounds}
\end{equation}
By (\ref{split}), the lower limit is reached when $\tilde\varepsilon^0$ has the form (\ref{strainmode}), so that a displacement wave can supply the whole eigenstrain. The upper limit is reached when $\tilde\sigma^0\mathbf n=0$, so that no force drives a displacement. The kernel depends on the direction of $\mathbf k$ but not on its length: linear elasticity has no length scale.

\section{The macroscopic strain}

The energy is now
\begin{equation}
e=\tfrac12(\bar\varepsilon-\langle\varepsilon^0\rangle):C:(\bar\varepsilon-\langle\varepsilon^0\rangle)+\tfrac12\sum_{\mathbf k\ne0}B(\mathbf n;\tilde\varepsilon^0(\mathbf k)).
\label{main}
\end{equation}

\textit{Clamped.} All six components of $\bar\varepsilon$ are prescribed. If the cell keeps its paraelectric shape, $\bar\varepsilon=0$ and the first term is $\tfrac12\langle\varepsilon^0\rangle:C:\langle\varepsilon^0\rangle$.

\textit{Stress-free.} All six components relax. Setting the derivative with respect to $\bar\varepsilon$ to zero gives $C:(\bar\varepsilon-\langle\varepsilon^0\rangle)=\langle\sigma\rangle=0$, hence $\bar\varepsilon=\langle\varepsilon^0\rangle$, and the first term vanishes. The average stress is zero; the local stress in general is not, as (\ref{simplefree}) showed.

For the same $P(\mathbf x)$, the clamped case with $\bar\varepsilon=0$ and the stress-free case differ by
\begin{equation}
e_{\rm cl}-e_{\rm free}=\tfrac12\langle\varepsilon^0\rangle:C:\langle\varepsilon^0\rangle\ge0 .
\label{gap}
\end{equation}
This is a product of two cell averages, each quadratic in $P$. It couples all pairs of points equally, whatever their distance.

The kernel must not be used at $\mathbf k=0$. Its value for a very long wave depends on the direction of $\mathbf n$, so it has no single limit there. The $\mathbf k=0$ energy is set by the mechanical boundary condition.

The Landau coefficients added to (\ref{main}) must be those of a stress-free crystal. For uniform $P$ the stress-free elastic energy is zero, as it should be, since those coefficients already describe the relaxed crystal. Coefficients for a clamped crystal already contain $\tfrac12\varepsilon^0:C:\varepsilon^0$ for uniform $P$. Adding (\ref{main}) to them would count that quartic term twice under clamping, and would leave it in the stress-free energy, where it does not belong.

\section{The force on the polarization}

Vary $P$ and let $u$, and $\bar\varepsilon$ if it is free, follow. With $\sigma=C:(\varepsilon-\varepsilon^0)$,
\begin{equation}
\delta e=\langle\sigma\rangle:\delta\bar\varepsilon+\langle\sigma_{ij}\partial_j\delta u_i\rangle-\langle\sigma_{ij}\,\delta\varepsilon^0_{ij}\rangle .
\label{vary}
\end{equation}
The second term vanishes after integration by parts, because $\partial_j\sigma_{ij}=0$. The first vanishes in both cases, but for different reasons: $\delta\bar\varepsilon=0$ when clamped, $\langle\sigma\rangle=0$ when stress-free. From (\ref{eigen}), $\delta\varepsilon^0_{ij}=2Q_{ijml}P_l\,\delta P_m$. Writing $\delta e=\langle g_m\delta P_m\rangle$,
\begin{equation}
g_m=-2\,\sigma_{ij}Q_{ijml}P_l .
\label{force}
\end{equation}
This is the elastic term in the functional derivative of the total energy, and $-g$ acts as an electric field. The formula is the same for both conditions. What changes is the mean of $\sigma$: it is $C:(\bar\varepsilon-\langle\varepsilon^0\rangle)$ when clamped and zero when free.

\section{Implementation on a grid}

One evaluation has four steps:
\begin{enumerate}
\item form $\varepsilon^0$ from $P$ at each grid point and transform it;
\item for $\mathbf k\ne0$, compute $v=\Omega\tilde\sigma^0\mathbf n$ and the strain (\ref{strainmode});
\item at $\mathbf k=0$, insert the prescribed $\bar\varepsilon$ or $\langle\varepsilon^0\rangle$;
\item transform back, form $\sigma$, and apply (\ref{force}).
\end{enumerate}

The quadratic eigenstrain sets the grid. If $P$ has wave numbers from $-K$ to $K$ along each axis, in units of $2\pi$ over the cell length, then $\varepsilon^0$ has them from $-2K$ to $2K$. On $N$ points, wave numbers that differ by $N$ look the same. These $4K+1$ values stay distinct if
\begin{equation}
N>4K .
\label{grid}
\end{equation}
The same rule serves the force. The product $\sigma P$ reaches $3K$, which is mistaken for $3K-N$. This lies below $-K$, outside the range of $P$, when $N>4K$. The force must then be cut back to the range of $P$ at every time step. For even $N$, (\ref{grid}) also leaves the mode $N/2$ of $\varepsilon^0$ empty; its direction $\mathbf n$ would be ambiguous.

A numerical case used the material constants of the example below and one random polarization field with $K=1$. On five points per axis, (\ref{energy}) was minimized directly by least squares over the displacements at the grid points, with derivatives taken by trigonometric interpolation. The minimum was $6.475\ \mathrm{MJ/m^3}$ with free mean strain and $7.345\ \mathrm{MJ/m^3}$ with $\bar\varepsilon=0$. Equation (\ref{main}) gave the same values, and their difference, $0.869\ \mathrm{MJ/m^3}$, is the right side of (\ref{gap}). With three points per axis, which violates (\ref{grid}), the stress-free energy was wrong by $5.9\,\%$ of its correct value.

\section{Laminates of two domains}

Let domains A and B fill fractions $f$ and $1-f$ in flat layers with normal $\mathbf n$, and let $\Delta=\varepsilon^0_A-\varepsilon^0_B$. Then $\varepsilon^0=\langle\varepsilon^0\rangle+h\Delta$, with $h=1-f$ in A and $h=-f$ in B. All wave vectors are parallel to $\mathbf n$, and $B$ is even in $\mathbf n$ and quadratic in the eigenstrain, so it factors out of the sum:
\begin{equation}
\tfrac12B(\mathbf n;\Delta)\langle h^2\rangle,\qquad \langle h^2\rangle=f(1-f)^2+(1-f)f^2=f(1-f).
\label{laminate}
\end{equation}
The layer thickness drops out. For the domains of (\ref{layers}), $\Delta=d\,\mathrm{diag}(1,-1,0)$. Three normals show the range of $B$.

For $\mathbf n=(1,1,0)/\sqrt2$, choose $v=\sqrt2\,d\,(1,-1,0)$. Then $v_1n_1=d$, $v_2n_2=-d$ and $v_1n_2+v_2n_1=0$, so (\ref{strainmode}) reproduces $\Delta$ and $B=0$. This is the compatible $90^\circ$ twin.

For $\mathbf n=(0,0,1)$, $C:\Delta=(C_{11}-C_{12})\,d\,\mathrm{diag}(1,-1,0)$ exerts no traction on the layers. Nothing relaxes, and
\begin{equation}
B=\Delta:C:\Delta=2(C_{11}-C_{12})d^2 .
\label{b001}
\end{equation}
With $f=\tfrac12$, (\ref{laminate}) gives $B/8$, which is (\ref{simplefree}).

For $\mathbf n=(1,0,0)$ the traction is $(C_{11}-C_{12})d$ along $x$ and $\Omega_{11}=1/C_{11}$, so relaxation is partial:
\begin{equation}
B=2(C_{11}-C_{12})d^2-\frac{(C_{11}-C_{12})^2d^2}{C_{11}}=\frac{C_{11}^2-C_{12}^2}{C_{11}}\,d^2 .
\end{equation}
Here $P\cdot\mathbf n$ jumps at the walls, which therefore carry bound charge. The first two laminates have continuous $P\cdot\mathbf n$.

\section{Worked example}

Take $C_{11},C_{12},C_{44}=180,95,120$ GPa, $Q_{11},Q_{12},Q_{44}=0.10,-0.04,0.06\ \mathrm{m^4/C^2}$ and $P_0=25\ \mathrm{\mu C/cm^2}$. The eigenstrains are $a=0.625\,\%$ and $b=-0.250\,\%$, so $d=0.875\,\%$. In all states compared here $|P|=P_0$ is held fixed, and $f=\tfrac12$ in the laminates.

Equation (\ref{b001}) gives $B=2(85\ \mathrm{GPa})(0.00875)^2=13.02\ \mathrm{MJ/m^3}$, and one eighth of it is $1.63\ \mathrm{MJ/m^3}$. For the clamped single domain, the two terms of (\ref{simpleclamped}) give $\tfrac12(9.28-4.75)=2.27\ \mathrm{MJ/m^3}$. The mean eigenstrain of either laminate is $\mathrm{diag}(0.1875,0.1875,-0.250)\,\%$, and by (\ref{gap}) clamping it costs $\tfrac12(2.39-1.11)=0.64\ \mathrm{MJ/m^3}$.

\begin{center}
\begin{tabular}{lcc}
State & free & clamped \\
 & (MJ/m$^3$) & (MJ/m$^3$)\\ \hline
single domain & 0 & 2.27\\
$[110]$ twin & 0 & 0.64\\
$[001]$ laminate & 1.63 & 2.27
\end{tabular}
\end{center}

Without clamping, elasticity gives no reason to form twins. Under clamping the $[110]$ twin lies below the single domain by $1.63\ \mathrm{MJ/m^3}$, or about $10\ \mathrm{meV/nm^3}$, because its average eigenstrain is smaller. The $[001]$ laminate has the same smaller average but pays the whole gain back as misfit between its layers.

\section{What the fixed polarization hides}

\textit{Length of $P$.} These energies scale as $P_0^4$, so elasticity acts on the length of $P$ like a field $-4e/P_0$, with curvature $12e/P_0^2$. If the stress-free crystal has longitudinal susceptibility $\chi$, the change is, to quadratic order in $\delta P$,
\begin{equation}
\delta P=-\frac{4e/P_0}{1/(\epsilon_0\chi)+12e/P_0^2},
\end{equation}
where $\epsilon_0$ is the vacuum permittivity. With a rough $\chi=100$, the clamped single domain feels $-0.36$ MV/cm, shortens $P$ by $9\,\%$ and saves $0.42\ \mathrm{MJ/m^3}$. The clamped twin saves $0.04\ \mathrm{MJ/m^3}$. In this estimate the gain of the twin falls from $1.63$ to about $1.25\ \mathrm{MJ/m^3}$. The estimate holds only while the elastic energy is small against the depth of the Landau well. Anharmonic terms, left out here, can shorten $P$ further. In barium titanate at room temperature the well is only about $2$ to $3\ \mathrm{MJ/m^3}$ deep, comparable to the clamped single-domain energy, and published Landau coefficients give $\chi$ near $190$. With those coefficients and the elastic and electrostrictive constants used here, the clamped single domain shortens $P$ by more than a quarter, and the gain of the twin falls to about half of its value at fixed length.

\textit{Direction of $P$.} Tilt the domains to $(P_0,\delta,0)$ and $(\delta,P_0,0)$. In the free $[001]$ laminate the shear eigenstrain is the same in both layers and costs nothing, while $d$ becomes $(Q_{11}-Q_{12})(P_0^2-\delta^2)$. The second derivative of (\ref{simplefree}) at $\delta=0$ is
\begin{equation}
-(C_{11}-C_{12})(Q_{11}-Q_{12})^2P_0^2=-1.04\times10^{8}\ \mathrm{V\,m/C}.
\end{equation}
The Landau energy opposes the tilt with $1/(\epsilon_0\chi_\perp)$, where $\chi_\perp$ is the transverse susceptibility of the stress-free crystal. Along this path the total curvature turns negative when $\chi_\perp$ exceeds about $1100$. For a uniform tilt of the clamped single domain, numerical differentiation gives $-3.6\times10^7\ \mathrm{V\,m/C}$ and a limit near $3100$. This includes $C_{44}Q_{44}^2P_0^2=2.7\times10^7\ \mathrm{V\,m/C}$ for the clamped shear. A tilt $\pm\delta$ that alternates in layers normal to $x$ keeps $P\cdot\mathbf n$ continuous and lets the shear relax; without gradient energy its curvature is $-6.3\times10^7\ \mathrm{V\,m/C}$ and its limit is near $1800$. For the clamped $[110]$ twin the curvature is positive, so elasticity resists this particular tilt. It favours another one. The clamped twin is compressed along $x$ and $y$ and stretched along $z$, and a tilt out of the plane relieves this stress. For the domains $(P_0,0,\delta)$ and $(0,P_0,-\delta)$ the curvature is $-5.0\times10^7\ \mathrm{V\,m/C}$, which gives a limit near $2300$. These paths hold the large component at $P_0$, so the tilt lengthens $P$ against the elastic field $-4e/P_0$, and the limits come out too high. A rotation at fixed length shortens the large component by $\delta^2/2P_0$. This adds $-4e/P_0^2$ to each elastic curvature and leaves the Landau curvature unchanged, because the Landau energy is stationary at $P_0$. The limits then fall to about $540$ for the free $[001]$ laminate, $620$ for the uniform and $540$ for the alternating tilt of the clamped single domain, and $1250$ for the clamped twin. In a Landau energy with only second- and fourth-order terms, the same limits hold after the length of $P$ has relaxed, whatever the value of $\chi$.

\section{Comparison with a real ferroelectric}

The parameters are of the rough size found in barium titanate near room temperature. Its transverse susceptibility is roughly a few thousand, above all the limits found for rotation at fixed length. The free $[001]$ laminate, and the single domain and the twin clamped to the paraelectric cell, would therefore probably not survive there in the assumed form. The table compares states of prescribed polarization; it does not show that they are stable. A film on a thick substrate is clamped only in its plane. If the substrate holds the in-plane strain at zero, the mean-strain energy lies between zero and its value for $\bar\varepsilon=0$, because the other components of $\bar\varepsilon$ can relax. A substrate that imposes another in-plane strain changes this energy. Walls also cost energy: a rough $10\ \mathrm{mJ/m^2}$ at a spacing of 20 nm adds $0.5\ \mathrm{MJ/m^3}$, and at fixed $|P|$ the clamped twin loses its advantage below a spacing of about 6 nm. Real domains do not share one stiffness. Reducing the constant $C_{11}$ by $20\,\%$ for the polar axis of each domain, with all other constants unchanged, and minimizing over the layer strains, lowers the clamped twin energy by $13\,\%$ and that of the free $[001]$ laminate by $24\,\%$. The clamped single domain falls more, by $\tfrac12(0.2\,C_{11})a^2=0.70\ \mathrm{MJ/m^3}$ or $31\,\%$, so the gain of the twin at fixed $|P|$ shrinks from $1.63$ to about $1.0\ \mathrm{MJ/m^3}$. The largest omitted energy is electrostatic. A single-domain plate polarized along its normal, with no screening and a rough background permittivity $\kappa=10$, would store $P_0^2/(2\epsilon_0\kappa)$, or roughly $350\ \mathrm{MJ/m^3}$, if $P$ kept its value. The field would be near $28$ MV/cm, far above breakdown, and the energy far exceeds the depth of the Landau well, so such a plate loses its polarization, forms domains or draws screening charge instead. The comparison above therefore presumes that the average polarization produces almost no field, for instance because short-circuited electrodes screen it almost completely.
